# Why an underscreened spin-one dot approaches its conductance limit logarithmically

A spin-one dot screened by one channel of electrons loses half a unit of spin. The remaining spin 1/2 couples ferromagnetically to the other electrons, and this coupling fades as the inverse logarithm of temperature. Well below the Kondo temperature \(T_K\), the linear conductance therefore obeys, to leading order,

\[
\frac{G(T)}{G(0)}=1-\frac{3\pi^2}{16}\,\frac{1}{\ln^2(T_0/T)} .
\]

The approach is logarithmic in the sense of an inverse squared logarithm. A fully screened spin-1/2 dot has no spin left over, and its correction falls as \(T^2\).

The result assumes an isotropic exchange \(J\,\mathbf S\cdot\mathbf s_0\) with \(J>0\), non-interacting leads, zero magnetic field and particle-hole symmetry. Here \(\mathbf s_0\) is the electron spin on site 0, the channel orbital next to the dot. The density of states per spin is \(\rho\), and the dimensionless coupling is \(g=\rho J\).

## Why the leftover spin is ferromagnetic

Start with \(J\) much larger than the hopping \(t\) from site 0 to site 1. For total spin \(F\) of the dot and one electron on site 0,

\[
J\,\mathbf S\cdot\mathbf s_0=\frac J2\left[F(F+1)-2-\tfrac34\right].
\]

This is \(-J\) for \(F=1/2\) and \(+J/2\) for \(F=3/2\), so the ground state is a doublet. Call its spin \(\mathbf S_r\). Within the doublet every vector operator is proportional to \(\mathbf S_r\), with a factor found by projecting on the total spin:

\[
\frac{\mathbf s_0\cdot\mathbf F}{F(F+1)}=\frac{\frac12\left(\frac34+\frac34-2\right)}{\frac34}=-\frac13,
\qquad
\frac{\mathbf S\cdot\mathbf F}{F(F+1)}=\frac{\frac12\left(\frac34+2-\frac34\right)}{\frac34}=\frac43 .
\]

The bound electron thus points against the residual spin.

Now let electrons hop between sites 0 and 1. A hop leaves site 0 empty or doubly occupied. It then has no spin, the exchange energy is lost, and the cost is \(J\) in both cases. Second-order perturbation theory gives \(-PH_t^2P/J\), where \(H_t\) is the hopping term and \(P\) projects on the doublet.

With one electron on site 1, the Pauli principle blocks hopping in the triplet of \(\mathbf s_0\) and \(\mathbf s_1\). The singlet reaches both doubly occupied configurations, each with amplitude of size \(\sqrt2\,t\), so \(H_t^2\) gives \(4t^2\). Since \(\frac14-\mathbf s_0\cdot\mathbf s_1\) equals 0 in the triplet and 1 in the singlet, the energy operator is

\[
-\frac{4t^2}{J}\left(\frac14-\mathbf s_0\cdot\mathbf s_1\right)
=-\frac{t^2}{J}+\frac{4t^2}{J}\,\mathbf s_0\cdot\mathbf s_1 .
\]

If site 1 is empty or full, \(\mathbf s_1=0\) and one hop is possible for a given spin of the bound electron, giving the same constant \(-t^2/J\). There is therefore no potential scattering at this order. Replacing \(\mathbf s_0\) by \(-\mathbf S_r/3\) leaves

\[
H_r=J_r\,\mathbf S_r\cdot\mathbf s_1,\qquad J_r=-\frac{4t^2}{3J}<0 .
\]

The outer electron aligns against the bound electron, which aligns against the residual spin. Two antiparallel alignments make one parallel alignment. Diagonalizing the cluster of dot and two sites at \(J=40t\) gives \(J_r=-0.033343\,t\), against \(-0.033333\,t\) from the formula.

## Why the coupling fades so slowly

Let the half bandwidth of the residual problem be \(D\), and remove states in a shell of width \(|dD|\) at each band edge. A low-energy electron can scatter virtually into an empty upper state and return. Alternatively, an electron from a filled lower state can move first, and the incoming electron then fills the hole. The second process reverses the order of the electron spin matrices and carries a minus sign from fermion exchange. Together they give

\[
\delta H=-\frac{J_r^2\rho\,|dD|}{4D}\sum_{ab}S_r^aS_r^b\,[\sigma^a,\sigma^b].
\]

The commutator is antisymmetric in \(a,b\), so only the antisymmetric part of \(S_r^aS_r^b\) contributes:

\[
\sum_{ab}S_r^aS_r^b[\sigma^a,\sigma^b]
=\frac12\sum_{ab}[S_r^a,S_r^b][\sigma^a,\sigma^b]
=-2\,\mathbf S_r\cdot\boldsymbol\sigma .
\]

With \(\mathbf s=\boldsymbol\sigma/2\), this means \(\delta J_r=J_r^2\rho\,|dD|/D\). From here on \(g=\rho J_r\) denotes the residual coupling and \(dl=|dD|/D\), so that

\[
\frac{dg}{dl}=g^2,\qquad \frac{1}{|g(l)|}=\frac1{|g_0|}+l\quad(g_0<0).
\]

An antiferromagnetic coupling would grow; the ferromagnetic one shrinks. The residual description starts at an energy \(D_0\) of order \(k_BT_K\), and temperature stops the flow at \(l=\ln(D_0/k_BT)\). Hence

\[
|g(T)|=\frac{1}{\ln(T_0/T)},\qquad k_BT_0=D_0\,e^{1/|g_0|}.
\]

\(T_0\) is an extrapolation parameter that lies above \(T_K\); it is not a second Kondo temperature.

A realistic dot starts at weak coupling, where the cluster argument does not directly apply. A numerical renormalization group calculation covers this case. It starts from a bare coupling of 0.30 and adds chain sites of ever lower energy, keeping about 450 states. The residual exchange was negative at every odd chain length tested, from 9 to 39. Between lengths 27 and 39, \(1/|g|\) grew with slope 1.019 in \(l\), where the leading flow predicts 1.

## From the coupling to the conductance

Let the dot couple to the lead combination \(\cos\theta\,L+\sin\theta\,R\), with \(\tan^2\theta=r\) the ratio of the two tunnelling rates. The orthogonal combination does not see the dot, and its scattering amplitude is set to 1. If the coupled channel has the scattering matrix \(\mathcal S\), the amplitude from left to right is \(\cos\theta\sin\theta\,(\mathcal S-1)\). Summing over final spin states and using unitarity gives the transmission

\[
\mathcal T=\frac{\sin^2 2\theta}{4}\left\langle(\mathcal S^\dagger-1)(\mathcal S-1)\right\rangle
=\sin^2 2\theta\;\frac{1-\mathrm{Re}\langle \mathcal S\rangle}{2},
\qquad \sin^22\theta=\frac{4r}{(1+r)^2}.
\]

The bound electron blocks site 0 and moves the end of the chain by one site. At the band centre this changes the reflected amplitude from 1 to \(-1\), and transmission reaches its maximum. With the residual spin present, \(\mathcal S=-\mathcal S'\), where \(\mathcal S'\) describes scattering by \(H_r\).

The exchange acts as a potential \(v=J_r/4\) in the triplet and \(v=-3J_r/4\) in the singlet. The local Green function is \(-i\pi\rho\), so

\[
\mathcal S'=\frac{1-i\pi\rho v}{1+i\pi\rho v},\qquad
\mathrm{Re}\,\mathcal S'\simeq1-2(\pi\rho v)^2 .
\]

The triplet has weight 3/4 and the singlet 1/4. The average of \((\rho v)^2\) is then

\[
g^2\left(\frac34\cdot\frac1{16}+\frac14\cdot\frac9{16}\right)=\frac{3}{16}\,g^2,
\qquad
\frac{G}{G(0)}=\frac{1+\mathrm{Re}\langle\mathcal S'\rangle}{2}=1-\frac{3\pi^2}{16}\,g^2 .
\]

Inserting \(g(T)\) gives the opening formula, with \(G(0)=(2e^2/h)\,4r/(1+r)^2\). A two-lead scattering calculation with \(J_r=-0.10\,t\) and \(r=0.2\) gives a fractional loss of 0.001867, against 0.001875 from the formula.

## Why a spin-1/2 dot gives \(T^2\)

The difference can be read from powers of energy. In a window of width \(E\), a local electron operator has typical size \(E^{1/2}\). An exchange term contains two of them and a free spin, so it scales as \(E\). Relative to the window it is constant, and only logarithms change it.

A spin-1/2 dot ends in a singlet, so no such term exists. The leading local interaction contains four electron operators and scales as \(E^2/(k_BT_K)\), or \(E/(k_BT_K)\) relative to the window. Scattering rates are quadratic in the interaction and give \((T/T_K)^2\). The energy-dependent part of the phase shift is also linear in \(E\) and enters the transmission squared. In the renormalization group calculation for spin 1/2, the relative interaction fell as the power 0.998 of energy.

## How large the effect is

Take a cutoff of 10 meV (116 K), bare coupling 0.30 and \(r=0.2\). The estimate \(T_K\approx116\ \mathrm K\times\sqrt{0.30}\;e^{-1/0.30}\) gives 2.3 K, up to a factor of order one. This is not the temperature at which \(G\) falls to half of \(G(0)\): at 4.5 K the model loss is still only about a quarter, so a Kondo temperature read from \(G=G(0)/2\) lies well above 4.5 K. Ratios to \(T_K\) below refer to the 2.3 K estimate. The maximum conductance is \(77.48\times0.5556=43.04\) µS. The calculated \(g\) at each energy scale, with that scale set equal to \(k_BT\), gives:

| \(T\) (mK) | \(\lvert g\rvert\) | Loss (%) | \(G\) (µS) |
|---|---|---|---|
| 283 | 0.180 | 6.0 | 40.5 |
| 71 | 0.146 | 3.9 | 41.3 |
| 18 | 0.122 | 2.7 | 41.9 |

For the last row, \(1.851\times0.1218^2=0.0275\). Setting the energy scale equal to \(k_BT\) is only a convention, and it makes the losses somewhat too small. Evaluating the thermal conductance of the same model directly gives about 7.5 to 8, 4.5 to 5 and 3.1 to 3.3 % for the three rows, the spread reflecting the energy mesh and the truncation. This is as if the coupling were read at 1.5 to 2 times \(k_BT\). Cooling by a factor of four lowers the loss by only about a third, whereas a \(T^2\) term would fall sixteenfold. With unit coefficient, \((T/T_K)^2\) is 1.6 % at 283 mK but 0.006 % at 18 mK.

The apparent \(T_0\) is 65 K at 18 mK and drifts to 87 K at far lower energy, so the leading flow with a fixed \(T_0\) describes the calculation only approximately. With the energy scale set equal to \(k_BT\), it is about thirty to forty times \(T_K\); taken from the thermal conductance, the ratio is about 17 to 20. Putting \(T_K\) in its place would give \(1.85/\ln^2(2.27/0.0177)=7.9\,\%\) at 18 mK, more than twice the directly evaluated loss.

## What to do with a real device

These parameters lie in the rough regime of a C\(_{60}\) junction with a triplet ground state: a Kondo temperature of a few kelvin and a refrigerator at tens of millikelvin. The numbers describe the model, not a measured junction. Contacts can be far more unequal than \(r=0.2\); this lowers \(G(0)\) but, in this model, not the fractional loss.

**Second channel.** This is the assumption most at risk, because a triplet occupies two orbitals and these generally couple to two lead combinations. After the first screening stage, a weak second coupling \(g_2\) acts on the residual spin with a factor taken here as 4/3, its value in the strong-coupling doublet. A leading-order estimate, ignoring interplay between the channels, is

\[
T_{K2}\approx T_K\exp\left\{-\frac34\left[\frac1{g_2}-\ln\frac{116\ \mathrm K}{T_K}\right]\right\}.
\]

For \(g_2=0.03\) this is \(6\times10^{-10}\) K, yet the second channel's scattering at 18 mK is already 0.5 to 0.6 %, roughly a fifth of the main loss. For \(g_2=0.10\) the exponent is \(-\frac34(10-3.94)=-4.55\), so \(T_{K2}\approx24\) mK. These scales are orders of magnitude only: away from strong coupling the factor need not be 4/3, and a value of 1.2, for example, would lower the second estimate to about 15 mK and the first by a factor of about twelve. Since strong scattering sets in already above \(T_{K2}\), the logarithmic window for \(g_2=0.10\) still closes inside the range of the table.

**Magnetic field.** At 18 mK the Zeeman energy equals \(k_BT\) at 13 mT for a \(g\)-factor of 2. Residual fields should be well below this.

**Anisotropy.** A term of 1 µeV times \(S_z^2\) makes the longitudinal residual coupling about 2 % weaker than the transverse one at 18 mK, a small change here. A larger term needs its own calculation.

**Particle-hole asymmetry.** If the total phase shift is \(\delta\) instead of \(\pi/2\), then \(\mathcal S=e^{2i\delta}(1-2a)\) with \(a=3\pi^2g^2/16\), and

\[
\mathcal T/\sin^22\theta=\sin^2\delta+a\cos2\delta .
\]

The logarithm survives, but its weight shrinks and changes sign once \(\delta\) is more than \(\pi/4\) from \(\pi/2\). Tuning the gate to the middle of the charge plateau helps if that is the symmetric point.

For analysis near particle-hole symmetry, the leading law can be written as a straight line:

\[
\left[1-\frac{G(T)}{G(0)}\right]^{-1/2}=\frac{4}{\sqrt3\,\pi}\,\ln\frac{T_0}{T}.
\]

\(G(0)\) and \(T_0\) should both be fitted. Taking the 18 mK value as \(G(0)\) would put it about 3 % too low. The most useful data lie below about \(T_K/30\): between 71 and 18 mK the model conductance rises by at least 0.5 µS, while the \(T^2\) term with unit coefficient would add only 0.04 µS. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Doublet energy / J: -1.0000
Projection of site-0 spin on residual spin: -0.3333
Projection of dot spin on residual spin: 1.3333
Cluster J/t: 40.0
Residual exchange / t, diagonalization: -0.033343
Residual exchange / t, formula: -0.033333
Potential scattering / t in cluster: 2.25e-05
Lead coupling ratio: 0.20; full transmission: 0.5556
Scattering test, exchange / t: -0.10
Transmission loss, scattering: 0.001867; formula: 0.001875
Relative error of first free-electron level: 8.9e-14
Discretization LAM: 4.0; states kept: about 450
Slope of 1/|g| against l (scaling predicts 1): 1.0187
Spin-1/2 dot: power of T in residual interaction: 0.998
Spin-1/2 dot: power of T in scattering rate: 1.995
Cutoff: 10.0 meV = 116.0 K; bare g: 0.30
Kondo temperature estimate: 2.27 K
2e^2/h: 77.48 uS; G(0): 43.04 uS
Coefficient 3 pi^2/16: 1.8506
T = 283.3 mK: |g| = 0.1803, loss = 6.02 %, G = 40.46 uS
  loss if T scale is off by 2: 4.75 to 7.86 %
  regular term (T/TK)^2: 1.5612 %
T = 70.8 mK: |g| = 0.1460, loss = 3.95 %, G = 41.35 uS
  loss if T scale is off by 2: 3.25 to 4.88 %
  regular term (T/TK)^2: 0.0976 %
T = 17.7 mK: |g| = 0.1218, loss = 2.75 %, G = 41.86 uS
  loss if T scale is off by 2: 2.34 to 3.28 %
  regular term (T/TK)^2: 0.0061 %
Model only, T = 4.32e-06 K: |g| = 0.0601, loss = 0.668 %
Model only, T = 2.64e-10 K: |g| = 0.0377, loss = 0.263 %
Apparent T0 from chain length 13: 65.02 K
Apparent T0 from chain length 39: 87.34 K
Neglected effects at T = 17.7 mK:
Second channel, bare g: 0.03; its Kondo scale: 6.0e-10 K
Second channel, size of its scattering: 0.63 %
Anisotropy 1.0 ueV: Jz/Jperp - 1 = -2.25 %
Field with Zeeman energy kT (g-factor 2): 13.2 mT
Log10 of thermal weight of a singlet at the cutoff: -2846
```
